# Energy of a charged 2D supercell and its countercharge sheet: verification in Python

```python
"""Energy of a charged layer neutralised by a parallel countercharge sheet.

Result under test: E = Q^2 d / (2 eps0 A) per cell, for uniform sheets in
vacuum with zero field outside. Q: charge per cell, A: cell area,
d: sheet separation, eps0: vacuum permittivity.
Also tested: periodic repetition along the normal (period L), point charges
in place of a uniform sheet, and a layer of thickness t and permittivity eps.
Lengths are in angstrom, energies in eV, charges in units of e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc

ANGSTROM = const.angstrom
coulomb = const.e / (4 * np.pi * const.epsilon_0 * ANGSTROM)  # eV angstrom
inverse_eps0 = 4 * np.pi * coulomb
hartree_ev = const.value("Hartree energy in eV")

charge = 1.0
area = 100.0
distance = 10.0
period = 30.0
# Rough typical values for monolayer MoS2 and for a gate oxide.
lattice_constant = 3.2
thickness = 3.0
permittivity = 6.0
binding = 4.0
oxide_breakdown = 10.0  # MV/cm


def capacitor_energy(cell_area, separation):
    return charge**2 * inverse_eps0 * separation / (2 * cell_area)


sigma = charge / area
field = inverse_eps0 * sigma
voltage = field * distance
energy = capacitor_energy(area, distance)

# Coulomb integrals on the axis of two large, oppositely charged discs.
disc_radius = 1.0e5


def disc_field(z):
    """Normal field at height z above a disc of charge density sigma."""
    # The ring radius is |z| tan(angle).
    largest_angle = np.arctan(disc_radius / abs(z))
    integral = quad(np.sin, 0, largest_angle)[0]
    return np.sign(z) * 2 * np.pi * coulomb * sigma * integral


def pair_field(z):
    return disc_field(z) - disc_field(z - distance)


potential_integral = quad(
    lambda r: 1 - r / np.hypot(r, distance), 0, disc_radius,
    points=[10, 100, 1000, 10000], limit=500)[0]
disc_voltage = 4 * np.pi * coulomb * sigma * potential_integral
potential_energy = 0.5 * charge * disc_voltage
nodes, weights = np.polynomial.legendre.leggauss(20)
heights = 0.5 * distance * (nodes + 1)
field_squared = np.array([pair_field(z)**2 for z in heights])
field_energy = (area / (2 * inverse_eps0)
                * 0.5 * distance * np.dot(weights, field_squared))
outside_ratio = max(abs(pair_field(-5.0)), abs(pair_field(15.0))) / field
# The finite disc radius causes relative errors of order distance/radius.
assert abs(potential_energy / energy - 1) < 3e-4
assert abs(field_energy / energy - 1) < 5e-4
assert outside_ratio < 3e-4

# Periodic repetition along the normal, with the mean field set to zero.
periodic_energy = energy * (1 - distance / period)
wave = 2 * np.pi * np.arange(1, 200001) / period
structure = 2 - 2 * np.cos(wave * distance)
fourier_energy = (charge**2 * inverse_eps0 / (area * period)
                  * np.sum(structure / wave**2))
assert abs(fourier_energy / periodic_energy - 1) < 2e-5

# Hexagonal lattice of point charges; here the cell area is the unit.
side = np.sqrt(2 / np.sqrt(3))
lattice = side * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T


def nonzero_lengths(vectors, extent):
    index = np.arange(-extent, extent + 1)
    first, second = np.meshgrid(index, index)
    x = first * vectors[0, 0] + second * vectors[1, 0]
    y = first * vectors[0, 1] + second * vectors[1, 1]
    lengths = np.hypot(x, y).ravel()
    return lengths[lengths > 1e-9]


def ewald_energy(split):
    """Energy per unit charge of the lattice in its in-plane background."""
    r = nonzero_lengths(lattice, 8)
    g = nonzero_lengths(reciprocal, 8)
    return 0.5 * (np.sum(erfc(split * r) / r)
                  + 2 * np.pi * np.sum(erfc(g / (2 * split)) / g)
                  - 2 * split / np.sqrt(np.pi)
                  - 2 * np.sqrt(np.pi) / split)


lattice_energy = ewald_energy(np.sqrt(np.pi))
assert abs(lattice_energy - ewald_energy(1.4)) < 1e-9

# Direct sum with the pair interaction exp(-(damping*r)^2)/r.
damping = 0.02
reduced_distance = distance / np.sqrt(area)


def sheet_potential(z):
    def ring(r):
        s = np.hypot(r, z)
        ratio = r / s if s > 0 else 1.0
        return 2 * np.pi * ratio * np.exp(-(damping * s)**2)
    return quad(ring, 0, 400, points=[1, 10, 100], limit=500)[0]


r_direct = nonzero_lengths(lattice, 300)
direct_total = (0.5 * np.sum(np.exp(-(damping * r_direct)**2) / r_direct)
                - sheet_potential(reduced_distance)
                + 0.5 * sheet_potential(0.0))
formula_total = 2 * np.pi * reduced_distance + lattice_energy
# The remaining error is of second order in the damping.
assert abs(direct_total - formula_total) < 1.5e-3


def lateral_energy(cell_area):
    return charge**2 * coulomb * lattice_energy / np.sqrt(cell_area)


# Uniformly charged dielectric layer facing the countersheet.
def layer_energy(eps):
    effective = distance - thickness / 2 + thickness / (3 * eps)
    return capacitor_energy(area, effective)


def poisson_layer_energy(eps):
    """Finite-volume solution; the countersheet is at zero potential."""
    step = 0.005
    count = round((distance + thickness / 2) / step)
    inside = round(thickness / step)
    epsilon = np.ones(count)
    epsilon[:inside] = eps
    source = np.zeros(count)
    source[:inside] = inverse_eps0 * sigma * step / thickness
    link = 2 / (step / epsilon[:-1] + step / epsilon[1:])
    band = np.zeros((3, count))
    band[0, 1:] = -link
    band[2, :-1] = -link
    band[1, :-1] += link
    band[1, 1:] += link
    band[1, -1] += 2 / step
    potential = solve_banded((1, 1), band, source)
    return 0.5 * charge * np.mean(potential[:inside])


for eps_value in (1.0, permittivity):
    ratio = poisson_layer_energy(eps_value) / layer_energy(eps_value)
    assert abs(ratio - 1) < 1e-5

# Tunnelling of a bound electron towards a positive countersheet.
barrier_width = binding / field
field_si = field / ANGSTROM
binding_si = binding * const.e
wkb_exponent = (4 * np.sqrt(2 * const.m_e) * binding_si**1.5
                / (3 * const.hbar * const.e * field_si))


def decay_rate(x):
    barrier = max(binding - field * x, 0.0) * const.e
    return 2 * np.sqrt(2 * const.m_e * barrier) / const.hbar * ANGSTROM


wkb_integral = quad(decay_rate, 0, barrier_width)[0]
assert abs(wkb_integral / wkb_exponent - 1) < 1e-6
assert barrier_width < distance

field_mv_cm = field_si / 1e8
primitive_area = np.sqrt(3) / 2 * lattice_constant**2
assert 9 < area / primitive_area < 16
assert abs(energy - 9.05) < 0.005

print("INPUTS")
print(f"Charge per cell: {charge:.0f} e")
print(f"Cell area: {area:.0f} angstrom^2")
print(f"Sheet separation: {distance:.0f} angstrom")
print(f"e/eps0: {inverse_eps0:.3f} V angstrom")
print("UNIFORM SHEETS, OPEN BOUNDARIES")
print(f"Number density: {sigma * 1e16:.2e} cm^-2")
print(f"Charge density: {sigma * const.e * 1e22:.2f} uC/cm^2")
print(f"Field in gap: {field_mv_cm:.1f} MV/cm")
print(f"Voltage: {voltage:.3f} V")
print(f"Capacitor energy per cell: {energy:.4f} eV")
print(f"Capacitor energy per cell: {energy / hartree_ev:.4f} hartree")
print("CHECKS WITH COULOMB INTEGRALS OVER DISCS")
print(f"Disc radius: {disc_radius:.0f} angstrom")
print(f"Energy from potentials: {potential_energy:.4f} eV")
print(f"Energy from field: {field_energy:.4f} eV")
print(f"Largest outside/gap field ratio: {outside_ratio:.1e}")
print("PERIODIC ALONG THE NORMAL, ZERO MEAN FIELD")
print(f"Period: {period:.0f} angstrom")
print(f"Energy, closed formula: {periodic_energy:.4f} eV")
print(f"Energy, Fourier sum: {fourier_energy:.4f} eV")
print("POINT CHARGES ON A HEXAGONAL LATTICE, UNSCREENED")
print(f"Lattice constant C: {-lattice_energy:.5f} (no unit)")
print(f"Reduced total, direct sum: {direct_total:.4f} (no unit)")
print(f"Reduced total, formula: {formula_total:.4f} (no unit)")
for cell_area in (area, 4 * area, 16 * area):
    uniform = capacitor_energy(cell_area, distance)
    lateral = lateral_energy(cell_area)
    print(f"Area {cell_area:.0f} angstrom^2: capacitor {uniform:.3f} eV, "
          f"lateral {lateral:.3f} eV, sum {uniform + lateral:.3f} eV")
print("ROUGH MoS2 LAYER")
print(f"Lattice constant, rough: {lattice_constant:.1f} angstrom")
print(f"Primitive cells in given area: {area / primitive_area:.1f}")
print(f"Layer thickness, rough: {thickness:.0f} angstrom")
print(f"Normal permittivity, rough: {permittivity:.0f} (relative)")
print(f"Energy, thick layer, permittivity 1: {layer_energy(1.0):.3f} eV")
print(f"Energy, thick screened layer: {layer_energy(permittivity):.3f} eV")
print("FIELD LIMITS")
print(f"Oxide breakdown field, rough: {oxide_breakdown:.0f} MV/cm")
print(f"Gap field / breakdown field: {field_mv_cm / oxide_breakdown:.1f}")
print(f"Electron binding, rough: {binding:.0f} eV")
print(f"Tunnel barrier width: {barrier_width:.2f} angstrom")
print(f"WKB exponent: {wkb_exponent:.2f} (no unit)")
print(f"WKB factor per attempt: {np.exp(-wkb_exponent):.3f} (no unit)")
print("PASS")
```

Output:

```
INPUTS
Charge per cell: 1 e
Cell area: 100 angstrom^2
Sheet separation: 10 angstrom
e/eps0: 180.951 V angstrom
UNIFORM SHEETS, OPEN BOUNDARIES
Number density: 1.00e+14 cm^-2
Charge density: 16.02 uC/cm^2
Field in gap: 181.0 MV/cm
Voltage: 18.095 V
Capacitor energy per cell: 9.0476 eV
Capacitor energy per cell: 0.3325 hartree
CHECKS WITH COULOMB INTEGRALS OVER DISCS
Disc radius: 100000 angstrom
Energy from potentials: 9.0471 eV
Energy from field: 9.0467 eV
Largest outside/gap field ratio: 5.0e-05
PERIODIC ALONG THE NORMAL, ZERO MEAN FIELD
Period: 30 angstrom
Energy, closed formula: 6.0317 eV
Energy, Fourier sum: 6.0317 eV
POINT CHARGES ON A HEXAGONAL LATTICE, UNSCREENED
Lattice constant C: 1.96052 (no unit)
Reduced total, direct sum: 4.3219 (no unit)
Reduced total, formula: 4.3227 (no unit)
Area 100 angstrom^2: capacitor 9.048 eV, lateral -2.823 eV, sum 6.224 eV
Area 400 angstrom^2: capacitor 2.262 eV, lateral -1.412 eV, sum 0.850 eV
Area 1600 angstrom^2: capacitor 0.565 eV, lateral -0.706 eV, sum -0.140 eV
ROUGH MoS2 LAYER
Lattice constant, rough: 3.2 angstrom
Primitive cells in given area: 11.3
Layer thickness, rough: 3 angstrom
Normal permittivity, rough: 6 (relative)
Energy, thick layer, permittivity 1: 8.595 eV
Energy, thick screened layer: 7.841 eV
FIELD LIMITS
Oxide breakdown field, rough: 10 MV/cm
Gap field / breakdown field: 18.1
Electron binding, rough: 4 eV
Tunnel barrier width: 2.21 angstrom
WKB exponent: 3.02 (no unit)
WKB factor per attempt: 0.049 (no unit)
PASS
```
